# The matter potential of electron neutrinos and its resonance condition

## 1. Result and conventions

An electron neutrino crossing uniform, unpolarized matter with no net electron current acquires from \(W\) exchange with the electrons, to first order in the Fermi constant \(G\), and in addition to a neutral-current term common to all active flavours, the potential energy
\[
V=\sqrt2\,G\,n_e ,
\]
and its antineutrino acquires \(-V\). Here \(n_e\) is the number density of electrons minus that of positrons. Unpolarized means that both spin states are equally occupied at each momentum. The medium is taken to contain no background of neutrinos, and electrons and positrons are taken not to cancel almost completely (Section 4). For two active flavours with
\[
\nu_e=\cos\theta\,\nu_1+\sin\theta\,\nu_2,\qquad \Delta m^2=m_2^2-m_1^2,
\]
and energy \(E\) far above the masses and \(V\), the resonance condition is
\[
2\sqrt2\,G\,n_eE\,\eta=\Delta m^2\cos2\theta ,
\]
with \(\eta=+1\) for neutrinos and \(\eta=-1\) for antineutrinos.

Formulas use \(\hbar=c=1\) and the metric \((+,-,-,-)\). The chiral representation is
\[
\gamma^0=\begin{pmatrix}0&1\\1&0\end{pmatrix},\quad
\gamma^i=\begin{pmatrix}0&\sigma^i\\-\sigma^i&0\end{pmatrix},\quad
\gamma_5=\begin{pmatrix}-1&0\\0&1\end{pmatrix}.
\]
The left-handed projector is \(P_L=(1-\gamma_5)/2\), and \(\alpha^i=\gamma^0\gamma^i\), \(\beta=\gamma^0\). Fields \(e\) and \(\nu\) anticommute; \(\nu\) denotes \(\nu_e\) until a second flavour enters.

## 2. The contact interaction and its sign

Let \(J^\mu=\bar\nu\gamma^\mu(1-\gamma_5)e\). When the momentum carried by the \(W\) is small compared with \(M_W\), its kinetic term can be dropped, leaving
\[
\mathcal L=M_W^2W_\mu^\dagger W^\mu-\frac{g}{2\sqrt2}\left(J^\mu W_\mu+J^{\mu\dagger}W_\mu^\dagger\right).
\]
Variation with respect to \(W_\mu\) and \(W_\mu^\dagger\) gives
\[
W^{\mu\dagger}=\frac{g}{2\sqrt2M_W^2}J^\mu,\qquad
W^\mu=\frac{g}{2\sqrt2M_W^2}J^{\mu\dagger}.
\]
On substitution the quadratic term contributes \(+g^2/(8M_W^2)\) times \(J^{\mu\dagger}J_\mu\), and each linear term contributes the same amount with a minus sign. The sum is \(-g^2J^{\mu\dagger}J_\mu/(8M_W^2)\). This term has no time derivatives, so the Hamiltonian density is its negative:
\[
\mathcal H=\frac{G}{\sqrt2}
[\bar e\gamma^\mu(1-\gamma_5)\nu][\bar\nu\gamma_\mu(1-\gamma_5)e],
\qquad \frac{G}{\sqrt2}=\frac{g^2}{8M_W^2}.
\]
It is understood as normal ordered. In forward scattering the \(W\) carries the difference of the electron and neutrino momenta, which need not vanish; it is the square of this difference that must be small compared with \(M_W^2\). For an antineutrino meeting an electron the \(W\) carries the sum of the two momenta instead, and the same condition applies to the square of the sum.

## 3. The Fierz transformation

To average over electrons we need both electron fields in one bilinear. In the chiral representation, the only nonzero block of \(\gamma^\mu P_L\) is the lower left one, \(\bar\sigma^\mu=(1,-\boldsymbol\sigma)\). We therefore need the product
\[
\bar\sigma^\mu_{ab}\bar\sigma_{\mu,cd}
=\delta_{ab}\delta_{cd}-\boldsymbol\sigma_{ab}\cdot\boldsymbol\sigma_{cd}.
\]

Any \(2\times2\) matrix \(X\) can be expanded as
\[
X=\tfrac12\left[\operatorname{Tr}X+\boldsymbol\sigma\cdot\operatorname{Tr}(X\boldsymbol\sigma)\right].
\]
Comparing the coefficient of \(X_{dc}\) in the element \(X_{ab}\) on both sides gives
\[
\delta_{ad}\delta_{bc}=\tfrac12\left(\delta_{ab}\delta_{cd}+\boldsymbol\sigma_{ab}\cdot\boldsymbol\sigma_{cd}\right).
\]
Solving for the product of Pauli matrices and inserting it above,
\[
\bar\sigma^\mu_{ab}\bar\sigma_{\mu,cd}
=2(\delta_{ab}\delta_{cd}-\delta_{ad}\delta_{bc}).
\]
The right side changes sign when \(b\) and \(d\) are exchanged. Hence
\[
(\gamma^\mu P_L)_{ab}(\gamma_\mu P_L)_{cd}
=-(\gamma^\mu P_L)_{ad}(\gamma_\mu P_L)_{cb}.
\]

The fields supply another sign. Inside a normal-ordered product, exchanging \(\bar e_a\) and \(\bar\nu_c\) gives
\[
\bar e_a\nu_b\bar\nu_ce_d=-\bar\nu_c\nu_b\bar e_ae_d .
\]
The two minus signs cancel. Since \(1-\gamma_5=2P_L\) in every bilinear, the common factor 4 is unchanged, and
\[
\mathcal H=\frac{G}{\sqrt2}
[\bar\nu\gamma^\mu(1-\gamma_5)\nu][\bar e\gamma_\mu(1-\gamma_5)e].
\]

Normal ordering has a definite role here. For fields at one lattice site with unit anticommutators, \(\nu_b\bar\nu_c=\gamma^0_{bc}-\bar\nu_c\nu_b\). Without normal ordering, the first term adds to the product of \(P_L\) bilinears
\[
\bar e\gamma^\mu P_L\gamma^0\gamma_\mu P_Le
=\bar e\gamma^\mu\gamma^0\gamma_\mu P_Le
=-2e^\dagger P_Le .
\]
Here \(P_L\) passes through two gamma matrices unchanged, and \(\gamma^\mu\gamma^0\gamma_\mu=-2\gamma^0\). This extra term contains no neutrino field and cannot shift a neutrino's energy relative to the medium without it.

## 4. Averaging over the electrons

Coherent forward scattering leaves the state of the medium unchanged. To first order in \(G\), the electron bilinear is thus replaced by its expectation value. Take one electron of momentum \(\mathbf p\), energy \(E_p\) and spinor \(u_s\), normalized to \(u_s^\dagger u_s=1\). The sum over its two spin states is the positive-energy projector
\[
\sum_su_su_s^\dagger=\frac12\left(1+\frac{\boldsymbol\alpha\cdot\mathbf p+\beta m_e}{E_p}\right).
\]
The spin-averaged current is consequently
\[
j^\mu=\frac14\operatorname{Tr}\left[\left(1+\frac{\boldsymbol\alpha\cdot\mathbf p+\beta m_e}{E_p}\right)\gamma^0\gamma^\mu(1-\gamma_5)\right].
\]

For \(\mu=0\), the unit matrix has trace 4, while \(\gamma_5\), \(\alpha^i\), \(\beta\), \(\alpha^i\gamma_5=\Sigma^i\) and \(\beta\gamma_5\) are traceless. Thus \(j^0=1\). For \(\mu=i\), the surviving trace is \(\operatorname{Tr}(\alpha^j\alpha^i)=4\delta^{ij}\), so \(j^i=p^i/E_p\). The axial trace vanishes because \(\alpha^j\alpha^i\) consists of a unit matrix and spin matrices \(\Sigma^k\), and both \(\gamma_5\) and \(\Sigma^k\gamma_5=\alpha^k\) are traceless. The mass terms are off-diagonal in chirality and have no trace. In short,
\[
j^\mu=p^\mu/E_p=(1,\mathbf v).
\]

With an isotropic momentum distribution, the velocities average to zero and the total current is \((n_e,\mathbf0)\). A positron of momentum \(\mathbf p\) is a missing negative-energy electron of momentum \(-\mathbf p\). The negative-energy projector at \(-\mathbf p\) again gives \((1,\mathbf v)\), and its removal gives \(-(1,\mathbf v)\). This is why positrons are subtracted in \(n_e\). The subtraction sets a limit. The first correction from the momentum dependence of the \(W\) propagator adds for electrons and positrons and has the same sign for neutrinos and antineutrinos; for a relativistic isotropic gas it is \(-8\sqrt2\,GE\rho/(3M_W^2)\), with \(\rho\) the energy density of electrons plus positrons. It is negligible only if \(|n_e|\gg E\rho/M_W^2\). This holds in ordinary matter, but in a nearly symmetric electron–positron plasma, such as the early universe at temperatures of a few MeV, the correction exceeds \(\sqrt2\,Gn_e\).

The neutrino term becomes
\[
\mathcal H_{\rm mat}=\frac{G}{\sqrt2}n_e\,\bar\nu\gamma^0(1-\gamma_5)\nu
=\frac{G}{\sqrt2}n_e\,2\nu^\dagger P_L\nu
=\sqrt2\,Gn_e\,\nu_L^\dagger\nu_L .
\]
The factor \(\sqrt2\) is the 2 from \(1-\gamma_5=2P_L\) divided by the \(\sqrt2\) in the interaction.

### What a current or a polarization does

For a relativistic left-handed neutrino moving along the unit vector \(\hat{\mathbf k}\), the normalized spinor gives the current \(2(1,\hat{\mathbf k})\). An electron current \((j^0,\mathbf j)\) therefore produces
\[
V=\sqrt2\,G\,(j^0-\hat{\mathbf k}\cdot\mathbf j).
\]
Unpolarized electrons sharing one velocity \(\mathbf v\) give
\[
V=\sqrt2\,Gn_e(1-\mathbf v\cdot\hat{\mathbf k}).
\]

For electrons at rest with polarization \(\boldsymbol\zeta\), the vector current is \((n_e,\mathbf0)\). The axial current is \((0,n_e\boldsymbol\zeta)\), because \(u^\dagger\alpha^i\gamma_5u=u^\dagger\Sigma^iu=\zeta^i\). The interaction contains vector minus axial, so \(\mathbf j=-n_e\boldsymbol\zeta\) and
\[
V=\sqrt2\,Gn_e(1+\boldsymbol\zeta\cdot\hat{\mathbf k}).
\]
The antisymmetry found in the Fierz identity explains the zero at \(\boldsymbol\zeta=-\hat{\mathbf k}\). The interaction acts on the spin singlet of the two incoming left-handed components. A neutrino has its spin against \(\hat{\mathbf k}\), and an electron with the same spin direction forms a triplet with it.

An evaluation of the original interaction, before any Fierz reordering, gives these shifts in units of \(Gn_e\):

- 1.4142 for unpolarized, isotropic electrons;
- 0.5657 for unpolarized electrons moving with the neutrino at \(0.6c\), which is \(\sqrt2(1-0.6)\);
- 2.8284 and 0 for resting electrons with spin along and against the neutrino's momentum.

A current alone or a polarization alone can thus spoil the simple result. In the two cases treated, unpolarized moving electrons and polarized electrons at rest, a current or polarization perpendicular to \(\hat{\mathbf k}\) leaves \(V\) unchanged. What the simple result needs in every direction is \(j^0=n_e\) and \(\mathbf j=\mathbf0\) for the vector-minus-axial current. The two assumptions about the medium guarantee this when unpolarized means equal filling of both spin states at each momentum. Zero total spin is not enough: isotropic electrons of speed \(v\) that all have helicity \(h=\pm1\) carry no net spin and no net current, yet their axial charge density is \(hvn_e\), so \(j^0=n_e(1-hv)\) and \(V=\sqrt2\,Gn_e(1-hv)\). Nor are the assumptions the only way to reach the simple result: if half the electrons are unpolarized with velocity \(\mathbf v\) and half are at rest with polarization \(\boldsymbol\zeta=\mathbf v\), their contributions to \(\mathbf j\) cancel.

## 5. Opposite potentials for neutrinos and antineutrinos

### Dirac field

With the matter term, a Dirac neutrino of mass \(m\) obeys
\[
i\partial_t\nu=(\boldsymbol\alpha\cdot\mathbf p+\beta m+VP_L)\nu .
\]
Let \(h=\pm1\) be the eigenvalue of \(\boldsymbol\sigma\cdot\hat{\mathbf p}\). On the left- and right-chirality components, the Hamiltonian is
\[
\begin{pmatrix}-hp+V&m\\m&hp\end{pmatrix},
\qquad
\lambda_\pm=\frac V2\pm\sqrt{\left(hp-\frac V2\right)^2+m^2}.
\]
For \(h=-1\), the positive root expands for \(p\gg m,|V|\) as
\[
\lambda_+=\frac V2+\sqrt{\left(p+\frac V2\right)^2+m^2}
\simeq p+\frac{m^2}{2p}+V .
\]
This is the neutrino. For \(h=+1\), the negative root is
\[
\lambda_-=\frac V2-\sqrt{\left(p-\frac V2\right)^2+m^2}
\simeq-\left(p+\frac{m^2}{2p}-V\right).
\]
A hole in this state has the opposite energy,
\[
E_{\bar\nu}\simeq p+\frac{m^2}{2p}-V .
\]
The hole also has opposite momentum and opposite spin, so its helicity remains positive, as required for an antineutrino. The neglected terms are of order \(m^4/p^3\) and \(Vm^2/p^2\). The other positive root at \(h=+1\) belongs to the nearly inert right-handed neutrino.

The sign reversal does not require CP violation in the interaction. The medium itself distinguishes particles from antiparticles: replacing its electrons by positrons reverses \(n_e\) and exchanges the two potentials.

### Majorana field

For a Majorana neutrino, the right-chirality component is \(\phi^c=i\sigma_2\phi^*\), where \(\phi\) is the left-chirality component. Apart from the mass term, \(i\partial_t\phi=(-\boldsymbol\sigma\cdot\mathbf p+V)\phi\). Complex conjugation reverses the operator \(\mathbf p=-i\nabla\), and \(\sigma_2\boldsymbol\sigma^*=-\boldsymbol\sigma\sigma_2\). Together they give
\[
i\partial_t\phi^c=(\boldsymbol\sigma\cdot\mathbf p-V)\phi^c .
\]
Restoring the mass, the matrix and its eigenvalues are
\[
\begin{pmatrix}-hp+V&m\\m&hp-V\end{pmatrix},
\qquad\lambda=\pm\sqrt{(hp-V)^2+m^2}.
\]
The positive energies are \(p+m^2/(2p)+V\) for \(h=-1\) and \(p+m^2/(2p)-V\) for \(h=+1\). The two helicities play the parts of neutrino and antineutrino. At this order, the matter effect does not distinguish Dirac from Majorana neutrinos.

## 6. Two flavours in matter

Let \(M\) be the mass matrix in the basis \((\nu_e,\nu_\mu)\), and let \(\mathcal V=\operatorname{diag}(V,0)\). Ordinary matter contains no muons to give \(\nu_\mu\) a corresponding charged-current term. In matter of electrons, protons and neutrons, the neutral-current potential is the same for both active flavours at tree level. (A dense background of neutrinos, as in a supernova core or the early universe, adds a flavour-dependent and flavour-changing term and is excluded here.) It multiplies the unit matrix and produces only a common phase. A sterile flavour would not share it, and the formulas below would then need an additional potential difference.

For a Dirac neutrino with \(h=-1\), the chirality components satisfy
\[
\lambda\phi=(p+\mathcal V)\phi+M^\dagger\chi,\qquad
\lambda\chi=-p\chi+M\phi .
\]
Since \(\lambda\simeq p\), the second equation gives \(\chi\simeq M\phi/(2p)\). The first becomes
\[
\lambda\phi\simeq\left(p+\frac{M^\dagger M}{2p}+\mathcal V\right)\phi .
\]
In the small mass term \(p\) may be replaced by \(E\). Antineutrinos have \(-\mathcal V\), by the argument of Section 5; for two flavours \(M^\dagger M\) can be chosen real, so it is the same for both.

The mixing convention gives
\[
M^\dagger M=\frac{m_1^2+m_2^2}{2}
+\frac{\Delta m^2}{2}
\begin{pmatrix}-\cos2\theta&\sin2\theta\\\sin2\theta&\cos2\theta\end{pmatrix}.
\]
For example, its first element is \(m_1^2\cos^2\theta+m_2^2\sin^2\theta\). Now remove every multiple of the unit matrix, including \(\eta V/2\), and define
\[
x=\frac{2\eta EV}{\Delta m^2}.
\]
The remaining potential elements are \(\pm\eta V/2=\pm x\Delta m^2/(4E)\), and
\[
H=\frac{\Delta m^2}{4E}
\begin{pmatrix}-(\cos2\theta-x)&\sin2\theta\\\sin2\theta&\cos2\theta-x\end{pmatrix}.
\]
With
\[
D=\sqrt{\sin^22\theta+(\cos2\theta-x)^2},
\]
the eigenvalues are \(\pm\Delta m^2D/(4E)\). Their separation is
\[
\Delta=\frac{|\Delta m^2|}{2E}D .
\]
Comparison with the vacuum matrix identifies \(\sin2\theta_m=\sin2\theta/D\) and \(\cos2\theta_m=(\cos2\theta-x)/D\), so
\[
\sin^22\theta_m=\frac{\sin^22\theta}{\sin^22\theta+(\cos2\theta-x)^2}.
\]

These formulas were tested against full Dirac and Majorana Hamiltonians with masses \(0.01p\) and \(0.02p\). In the tested cases, the splittings agreed to better than 0.2% of the formula's value.

## 7. Resonance and its limits

For \(\sin2\theta\ne0\), mixing is maximal when the diagonal elements are equal:
\[
x=\cos2\theta
\quad\Longleftrightarrow\quad
2\sqrt2\,Gn_eE\,\eta=\Delta m^2\cos2\theta .
\]
With \(n_e>0\), neutrinos are resonant if \(\Delta m^2\cos2\theta>0\), and antineutrinos if it is negative. One sign cannot serve both. If \(\cos2\theta=0\), vacuum mixing is already maximal and no positive density satisfies the condition.

At fixed energy, \(\sin^22\theta_m\) falls to one half when \(|x-\cos2\theta|=|\sin2\theta|\). Small vacuum mixing therefore gives a narrow resonance. If \(|\sin2\theta|>|\cos2\theta|\), vacuum mixing already exceeds one half, and the resonant species reaches only the half-height point on the high-density side. For \(x\to0\) the vacuum mixing returns. For \(|x|\gg1\),
\[
\sin^22\theta_m\simeq\sin^22\theta/x^2,
\]
and \(\nu_e\) is nearly an energy eigenstate.

If density varies at fixed \(E\), resonance also minimizes \(\Delta\), with minimum \(|\Delta m^2||\sin2\theta|/(2E)\). If energy varies at fixed density, put \(a=\Delta m^2/(2E)\). Then
\[
\Delta^2=a^2-2a\eta V\cos2\theta+V^2 .
\]
For the resonant species this is smallest at \(a=\eta V\cos2\theta\), whereas resonance requires \(a\cos2\theta=\eta V\). For the other species that value of \(a\) has the wrong sign, and \(\Delta\) falls steadily toward \(|V|\) as the energy rises. Maximal mixing and minimum splitting then generally occur at different energies.

In uniform matter, \(H=(\Delta/2)N\) with \(N^2=1\), and hence
\[
e^{-iHL}=\cos\frac{\Delta L}{2}-iN\sin\frac{\Delta L}{2}.
\]
The off-diagonal element of \(N\) has magnitude \(|\sin2\theta_m|\), so
\[
P(\nu_e\to\nu_\mu)=\sin^22\theta_m\sin^2\frac{\Delta L}{2}.
\]
The oscillation length is \(2\pi/\Delta\). At resonance, conversion is complete after half this length. In varying density this formula does not apply, and conversion depends on how quickly the eigenstates change. Incoherent collisions, whose rates are of order \(G^2\), are also left out.

## 8. A numerical example

Take the model parameters \(\Delta m^2=10^{-4}\ \mathrm{eV}^2\), \(\theta=30^\circ\), \(E=10\ \mathrm{MeV}\) and \(n_e=6\times10^{25}\ \mathrm{cm}^{-3}\). Restoring units requires a factor \((\hbar c)^3\). With \(G=1.16638\times10^{-23}\ \mathrm{eV}^{-2}\) and \(\hbar c=1.97327\times10^{-7}\ \mathrm{eV\,m}\),
\[
V=\sqrt2\,G(\hbar c)^3(6\times10^{31}\ \mathrm m^{-3})
=7.604\times10^{-12}\ \mathrm{eV}.
\]
The antineutrino potential is \(-7.604\times10^{-12}\ \mathrm{eV}\).

Resonance at 10 MeV needs
\[
V_{\rm res}=\frac{10^{-4}\times0.5}{2\times10^7}\ \mathrm{eV}
=2.500\times10^{-12}\ \mathrm{eV}.
\]
Potential is proportional to density, so
\[
n_{\rm res}=6\times10^{25}\,\frac{2.500}{7.604}\ \mathrm{cm}^{-3}
=1.973\times10^{25}\ \mathrm{cm}^{-3}.
\]
At the original density, the resonance energy is instead \(10\times2.500/7.604=3.288\ \mathrm{MeV}\).

The 10 MeV neutrino at the original density has
\[
x=\frac{2\times10^7\times7.604\times10^{-12}}{10^{-4}}=1.521 .
\]
This lies beyond the resonance at \(x=0.5\). Its mixing is
\[
\sin^22\theta_m=\frac{0.75}{0.75+(0.5-1.521)^2}=0.418,
\]
below the vacuum value 0.75. Matter enhances neutrino mixing here only for \(0<x<1\), where \(|\cos2\theta-x|<\cos2\theta\). For antineutrinos \(x=-1.521\), and the mixing is 0.155.

At the resonance density, the neutrino splitting is \(4.330\times10^{-12}\ \mathrm{eV}\), and the oscillation length is
\[
L_{\rm res}=\frac{2\pi\hbar c}{4.330\times10^{-12}\ \mathrm{eV}}
=286.3\ \mathrm{km}.
\]
The vacuum length is 248.0 km. The resonant length is greater by the factor \(1/\sin2\theta\), because the splitting is smaller by the same factor.

After half the resonant length, 143.2 km, neutrino conversion is complete. For antineutrinos at the same density, \(x=-0.5\) and \(\sin^22\theta_m=0.75/1.75=0.429\). Their splitting is \(\sqrt{1.75/0.75}\) times the neutrino splitting, so
\[
P_{\bar\nu}=0.429\,\sin^2\left(\frac\pi2\sqrt{\frac{1.75}{0.75}}\right)=0.196 .
\]
Thus, over the same path in the same matter, all the neutrinos are converted, but only about one fifth of the antineutrinos are. Direct time evolution gives the same probabilities, as the numerical output shows.

## Computed results

```
Fierz identity, largest error: 0.0e+00
Neutrino energy shift / (G n_e), from unreordered interaction:
  unpolarized, isotropic electrons: 1.414214
  unpolarized, speed 0.600 c along neutrino: 0.565685
  at rest, spin along neutrino: 2.828427
  at rest, spin against neutrino: 0.000000
Worked example:
  Fermi constant G: 1.1663787e-05 GeV^-2
  hbar c: 1.973270e-07 eV m
  mass-squared difference: 1.0e-04 eV^2
  vacuum mixing angle: 30.0 degrees
  neutrino energy: 10.0 MeV
  electron density: 6.00e+25 cm^-3
  neutrino potential: 7.6044e-12 eV
  antineutrino potential: -7.6044e-12 eV
  potential needed for resonance: 2.5000e-12 eV
  resonance density at this energy: 1.9725e+25 cm^-3
  same from minimum splitting: 1.9725e+25 cm^-3
  resonance energy at given density: 3.2876 MeV
  x = 2 E V / dm2 at given density: 1.5209
  sin^2(2 theta), vacuum: 0.7500
  same, neutrino, given density: 0.4185
  same, antineutrino, given density: 0.1552
  same, neutrino, resonance density: 1.0000
  same, antineutrino, resonance density: 0.4286
  splitting at resonance: 4.3301e-12 eV
  vacuum oscillation length: 247.97 km
  resonant oscillation length: 286.33 km
  half resonant length: 143.16 km
  neutrino conversion after half length: 1.000000
  antineutrino conversion, same path: 0.195779
```
